# Zero-Point Averages of Molecular Properties, Tested on a Morse Dipole, part 2

A property $P$ that depends on the nuclear geometry is averaged over the vibrational ground state. The first half found how far this average $\langle P\rangle$ lies from the equilibrium value $P_e$, for a single well and without rotation. The mass-weighted normal coordinates $Q_i$ are measured from equilibrium; $\hat p_i$ are their momenta and $\omega_i$ the harmonic angular frequencies. With potential $V$, the Hamiltonian is

$$
H=\frac12\sum_i\left(\hat p_i^2+\omega_i^2Q_i^2\right)
+\frac{\lambda}{6}\sum_{ijk}k_{ijk}Q_iQ_jQ_k
+\frac{\lambda^2}{24}\sum_{ijkl}k_{ijkl}Q_iQ_jQ_kQ_l+\cdots ,
$$

and the property is

$$
P=P_e+\lambda\sum_iP_iQ_i+\frac{\lambda^2}{2}\sum_{ij}P_{ij}Q_iQ_j
+\frac{\lambda^3}{6}\sum_{ijk}P_{ijk}Q_iQ_jQ_k+\cdots .
$$

The parameter $\lambda$ counts powers of the vibrational amplitude relative to the distance over which the potential changes its character. With $\lambda=1$, the leading results are

$$
\langle Q_i\rangle=-\frac{\hbar}{4\omega_i^2}\sum_j\frac{k_{ijj}}{\omega_j},
$$

$$
\langle P\rangle=P_e-\frac{\hbar}{4}\sum_i\frac{P_i}{\omega_i^2}\sum_j\frac{k_{ijj}}{\omega_j}
+\frac{\hbar}{4}\sum_i\frac{P_{ii}}{\omega_i},
$$

the second with a remainder of order $\lambda^4$. The mean force $-\langle\partial V/\partial Q_i\rangle$ is zero. In the dimensionless coordinates $q_i=(\omega_i/\hbar)^{1/2}Q_i$,

$$
\phi_{ijj}=k_{ijj}\left(\frac{\hbar}{\omega_i}\right)^{1/2}\frac{\hbar}{\omega_j},
\qquad
\langle q_i\rangle=-\frac{1}{4\hbar\omega_i}\sum_j\phi_{ijj},
\qquad \langle q_i^2\rangle=\frac12 .
$$

The displacement $\langle q_i\rangle$ should be small compared with the spread $1/\sqrt2$.

The closing list also reports a three-mode test by diagonalization, where `lam` is $\lambda$ and $\hbar=1$. Its frequencies are $1.0$, $1.4$ and $2.0$. The cubic constants are $k_{111}=-0.9$, $k_{112}=0.4$, $k_{113}=0.7$, $k_{122}=-0.5$, $k_{123}=0.6$, $k_{133}=0.8$, $k_{222}=-1.1$, $k_{223}=0.3$, $k_{233}=-0.6$, $k_{333}=-1.5$; the quartic constants are $k_{iiii}=2$ and zero otherwise. The property has $P_i=(0.7,-0.4,0.9)$, $P_{ii}=(0.5,-0.8,0.6)$, $P_{12}=0.3$, $P_{13}=-0.2$, $P_{23}=0.4$, $P_{iii}=(0.5,0.7,-0.3)$, and no other derivatives. After division by $\lambda^2$, the remainder should fall by four when $\lambda$ is halved.

Below, an upright D after a number means debye, while the italic $D$ is a well depth; u is the atomic mass unit.

## A Morse oscillator with a nonlinear dipole

For a single mass-weighted coordinate $Q$ of angular frequency $\omega$, with cubic constant $k$ and property derivatives $P_Q$ and $P_{QQ}$ at equilibrium, the first half gives

$$
\langle Q\rangle=-\frac{\hbar k}{4\omega^3},\qquad
\langle Q^2\rangle=\frac{\hbar}{2\omega},\qquad
\langle P\rangle-P_e=P_Q\langle Q\rangle+\frac12P_{QQ}\langle Q^2\rangle ,
$$

to leading order in the anharmonicity. A diatomic molecule without rotation is such a system. Let $m$ be its reduced mass, $r$ its bond length, $r_e$ the equilibrium value and $x=r-r_e$. Then $Q=\sqrt m\,x$, and each derivative with respect to $Q$ is $m^{-1/2}$ times a derivative with respect to $x$. With primes for $x$-derivatives at equilibrium, $\omega^2=V''/m$ and $k=V'''/m^{3/2}$, so that

$$
\langle x^2\rangle=\frac{\langle Q^2\rangle}{m}=\frac{\hbar}{2m\omega},\qquad
\langle x\rangle=\frac{\langle Q\rangle}{\sqrt m}=-\frac{\hbar V'''}{4m^2\omega^3}
=-\frac{V'''}{2V''}\langle x^2\rangle .
$$

The last form uses $V''=m\omega^2$. For a dipole moment $\mu(r)$ the factors of $m$ cancel in the same way, and the shift is

$$
\Delta\mu=\langle\mu\rangle-\mu_e=\mu'\langle x\rangle+\frac12\mu''\langle x^2\rangle .
$$

The Morse potential

$$
V(x)=D\left(1-e^{-ax}\right)^2
$$

is a good test because its ground state is known in closed form. Here $D$ is the well depth and $1/a$ the range. From $1-e^{-ax}=ax-\frac12a^2x^2+\cdots$, squaring gives $V=D(a^2x^2-a^3x^3+\cdots)$. Hence

$$
V''=2Da^2,\qquad V'''=-6Da^3,\qquad \omega=a\sqrt{\frac{2D}{m}} .
$$

It is convenient to introduce the dimensionless Morse parameter

$$
\Lambda=\frac{\sqrt{2mD}}{a\hbar},\qquad\text{for which}\qquad \hbar\omega=\frac{2D}{\Lambda}.
$$

The squared vibrational length is then

$$
\ell^2=\frac{\hbar}{m\omega}=\frac{\hbar\omega}{m\omega^2}=\frac{2D/\Lambda}{2Da^2}=\frac{1}{\Lambda a^2}.
$$

Thus $a\ell=\Lambda^{-1/2}$. This ratio of amplitude to range plays the part of the expansion parameter $\lambda$ of the first half, and a large $\Lambda$ means weak anharmonicity. Since $\langle x^2\rangle=\ell^2/2$ and $-V'''/(2V'')=6Da^3/(4Da^2)=3a/2$, the perturbative averages are

$$
\langle x^2\rangle=\frac{1}{2\Lambda a^2},\qquad
\langle x\rangle=\frac{3a}{2}\,\frac{1}{2\Lambda a^2}=\frac{3}{4\Lambda a}.
$$

The mean bond length exceeds $r_e$, because the potential is softer on the side of large $r$. In the limit $a\to0$ with $V''$ and $m$ held fixed, the potential becomes harmonic over the region of the motion. The formula agrees: $\langle x^2\rangle$ stays fixed, while $\langle x\rangle=\frac32a\langle x^2\rangle$ goes to zero.

For the exact averages we try the wavefunction

$$
\chi(x)=z^{s}e^{-z/2},\qquad z=2\Lambda e^{-ax},\qquad s=\Lambda-\frac12 .
$$

Because $dz/dx=-az$, the first derivative is $\chi'=-a(s-z/2)\chi$. Differentiating again, and using $d(s-z/2)/dx=az/2$, we find

$$
\frac{\chi''}{\chi}=a^2\left[\left(s-\frac z2\right)^2-\frac z2\right]
=a^2\left[s^2-\left(s+\frac12\right)z+\frac{z^2}{4}\right]
=a^2\left[s^2-\Lambda z+\frac{z^2}{4}\right].
$$

The Schrödinger equation requires $\chi''/\chi=2m(V-E)/\hbar^2$. With $2mD/\hbar^2=a^2\Lambda^2$ and $e^{-ax}=z/(2\Lambda)$, its right-hand side is

$$
\frac{2m}{\hbar^2}\left(D-E-2De^{-ax}+De^{-2ax}\right)
=\frac{2m(D-E)}{\hbar^2}+a^2\left(-\Lambda z+\frac{z^2}{4}\right).
$$

The terms in $z$ and $z^2$ agree. The constant terms agree if $D-E=Ds^2/\Lambda^2$, which gives

$$
E=D\left[1-\left(1-\frac{1}{2\Lambda}\right)^2\right]
=\frac D\Lambda-\frac{D}{4\Lambda^2}
=\frac{\hbar\omega}{2}-\frac{(\hbar\omega)^2}{16D}.
$$

The function $\chi$ has no nodes, and for $\Lambda>\frac12$ it can be normalized, so it is the ground state.

The probability of finding the oscillator in $dx$ is proportional to $\chi^2dx$. Since $|dx|=dz/(az)$, the density in the variable $z$ is proportional to $z^{2s-1}e^{-z}$. This is a gamma distribution of shape $\nu=2s=2\Lambda-1$, with the normalization integral $\Gamma(\nu)$. The average of $z^t$ is therefore $\Gamma(\nu+t)/\Gamma(\nu)$. As $e^{-bx}=(z/2\Lambda)^{b/a}$, we have

$$
G(b)\equiv\left\langle e^{-bx}\right\rangle
=(2\Lambda)^{-b/a}\,\frac{\Gamma(\nu+b/a)}{\Gamma(\nu)} .
$$

This function generates all the averages needed. Let $\psi=\Gamma'/\Gamma$ be the digamma function. Differentiating $\ln G$ gives

$$
\frac{G'(b)}{G(b)}=\frac1a\left[\psi(\nu+b/a)-\ln2\Lambda\right].
$$

Since $G(0)=1$ and $G'(0)=-\langle x\rangle$, the mean displacement is

$$
\langle x\rangle=\frac{\ln2\Lambda-\psi(2\Lambda-1)}{a}.
$$

The second derivative of $\ln G$ at $b=0$ is the variance, so

$$
\langle x^2\rangle=\langle x\rangle^2+\frac{\psi'(2\Lambda-1)}{a^2}.
$$

For large argument, $\psi(y)=\ln y-1/(2y)+O(y^{-2})$, which is the derivative of Stirling's series for $\ln\Gamma$. With $\ln(2\Lambda-1)=\ln2\Lambda-1/(2\Lambda)+O(\Lambda^{-2})$,

$$
\ln2\Lambda-\psi(2\Lambda-1)=\frac{1}{2\Lambda}+\frac{1}{4\Lambda}+O(\Lambda^{-2})
=\frac{3}{4\Lambda}+O(\Lambda^{-2}).
$$

Likewise $\psi'(2\Lambda-1)=1/(2\Lambda)+O(\Lambda^{-2})$, while $\langle x\rangle^2$ is itself of order $\Lambda^{-2}$. Both perturbative averages are thus the leading terms of the exact ones.

The exact expression also shows how the formula fails. As $\Lambda$ falls to $\frac12$, the last bound state approaches the dissociation limit. There $\psi(y)\approx-1/y$ for small $y$, so $\langle x\rangle\approx1/[a(2\Lambda-1)]$ grows without limit, while the perturbative value tends to the finite length $3/(2a)$.

For the dipole we take the Mecke function,

$$
\mu(r)=K\,r\,e^{-r/r^*},
$$

which rises at short distance, has its maximum at $r=r^*$ and vanishes for separated neutral atoms. Its derivatives at $r_e$ are

$$
\mu'=K\left(1-\frac{r_e}{r^*}\right)e^{-r_e/r^*},\qquad
\mu''=K\left(\frac{r_e}{r^{*2}}-\frac{2}{r^*}\right)e^{-r_e/r^*}.
$$

The exact average follows from $G$. With $b=1/r^*$ and $\langle xe^{-bx}\rangle=-G'(b)$,

$$
\langle\mu\rangle=Ke^{-r_e/r^*}\left[r_eG(b)-G'(b)\right]
=Ke^{-r_e/r^*}G(b)\left\{r_e+\frac{\ln2\Lambda-\psi(\nu+b/a)}{a}\right\}.
$$

The Morse coordinate formally extends to negative $r$. This has no visible effect in the example below: a grid calculation that begins at $x=-0.7$ Å, where $r$ is still positive, reproduces the closed form to within $10^{-9}$ D.

Take round model parameters: $m=1$ u, $D=40000$ cm$^{-1}$, $a=2$ Å$^{-1}$, $r_e=1.2$ Å, $K=2$ D/Å and $r^*=1.6$ Å. Energies are expressed as wavenumbers. For this mass $\hbar^2/(2m)=16.8576$ cm$^{-1}$ Å$^2$. From $(\hbar\omega)^2=\hbar^2V''/m=4Da^2\,\hbar^2/(2m)$,

$$
\hbar\omega=2a\sqrt{D\,\frac{\hbar^2}{2m}}=4\sqrt{40000\times16.8576}\ \text{cm}^{-1}=3284.6\ \text{cm}^{-1},
\qquad \Lambda=\frac{80000}{3284.6}=24.356 .
$$

The vibrational length is $\ell=1/(a\sqrt\Lambda)=0.10131$ Å. The dimensionless cubic constant is $\phi=V'''\ell^3=-1996.7$ cm$^{-1}$, and the mean dimensionless displacement is

$$
\langle q\rangle=-\frac{\phi}{4\hbar\omega}=\frac{1996.7}{4\times3284.6}=0.1520 .
$$

This is about a fifth of the harmonic spread $1/\sqrt2$, so the expansion should be useful but not perfect. In ordinary units,

$$
\langle x\rangle=0.10131\times0.1520\ \text{Å}=0.01540\ \text{Å},\qquad
\langle x^2\rangle=\frac{\ell^2}{2}=0.005132\ \text{Å}^2 .
$$

The exact values are $0.01563$ Å and $0.005539$ Å$^2$. Relative to them, the perturbative mean is 1.5 percent too small and the mean square 7.3 percent too small.

The equilibrium dipole is $1.13368$ D, its slope $0.23618$ D/Å and its curvature $-0.73807$ D/Å$^2$. The two contributions to the shift are

$$
\mu'\langle x\rangle=0.23618\times0.015397\ \text{D}=0.003636\ \text{D},
$$

$$
\frac12\mu''\langle x^2\rangle=-\frac12\times0.73807\times0.005132\ \text{D}=-0.001894\ \text{D}.
$$

Their sum is $\Delta\mu=0.001742$ D, and the predicted mean dipole is $1.13542$ D. The exact shift is $0.001687$ D, and the exact mean dipole $1.13537$ D. The formula overestimates the shift by 3.3 percent of its exact value.

This error is smaller than that of $\langle x^2\rangle$ because several corrections partly cancel. Replacing $\langle x\rangle$ by its exact value raises the shift by $0.23618\times0.000232=0.000055$ D. Replacing $\langle x^2\rangle$ lowers it by $0.36904\times0.000407=0.000150$ D. The net change would be $-0.000095$ D, but the actual difference between the exact and perturbative shifts is $-0.000056$ D. The remaining $+0.00004$ D comes from the third and higher derivatives of the dipole.

In this example the slope part, which comes from the cubic constant, decides the sign of the result. In a harmonic potential with the same $V''$, the grid calculation gives a shift of $-0.001896$ D, practically the curvature part alone. A harmonic average would thus predict a decrease where the Morse oscillator shows an increase. The opposite omission gives the right sign but the wrong size: the dipole at the mean geometry $r_e+\langle x\rangle$ is $1.13723$ D, which lies above $\mu_e$ by about twice the true shift.

Combining the perturbative averages shows when the two parts balance:

$$
\Delta\mu=\frac{3\mu'}{4\Lambda a}+\frac{\mu''}{4\Lambda a^2}
=\frac{3a\mu'+\mu''}{4\Lambda a^2}.
$$

For the Mecke function the numerator vanishes when $3ar^*(1-\rho)=2-\rho$, where $\rho=r_e/r^*$. With $3ar^*=9.6$ this gives $\rho=7.6/8.6=0.88$, compared with $0.75$ in the example. Near such a point the leading shift is small by cancellation, the neglected terms are not small in the same way, and the relative error of the formula can be large.

Isotopic substitution changes $m$ but, within the Born–Oppenheimer approximation, leaves $V(r)$ and, for a neutral molecule, $\mu(r)$ unchanged. For an ion the dipole depends on the origin. Taken about the centre of mass, it changes by the charge times the shift of that centre, about $0.24$ D from OH$^-$ to OD$^-$, and this part must be removed before the scaling below applies. As $\Lambda\propto\sqrt m$, both parts of the leading shift vary as $m^{-1/2}$. The next terms vary as $\Lambda^{-2}$, that is, as $m^{-1}$. For a fourfold mass the formula gives $0.000871$ D and the exact average $0.000858$ D; for a sixteenfold mass they are $0.000436$ D and $0.000432$ D. The relative error thus falls from 3.3 to 1.6 and then to 0.8 percent, halving each time. The absolute remainder should fall by four when the mass is multiplied by four, and between mass factors 256 and 1024 the computed ratio is $4.003$.

This scaling allows the equilibrium dipole to be estimated from averages at two masses. If $\langle\mu\rangle_m=\mu_e+Cm^{-1/2}+O(m^{-1})$, then the combination

$$
2\langle\mu\rangle_{4m}-\langle\mu\rangle_m=\mu_e+O(m^{-1})
$$

is free of the leading shift, because $2C(4m)^{-1/2}=Cm^{-1/2}$. With the exact averages of the example, the estimate misses $\mu_e$ by $2\times0.0008575-0.0016869=0.000028$ D, about one sixtieth of the shift at the original mass. The procedure needs no derivative of the dipole and no cubic constant, but its weights hold only for a ratio of four between the reduced masses. For another ratio the two weights must be chosen afresh, so that they add to one and cancel the term in $m^{-1/2}$. For a ratio $\kappa$ they are $\sqrt\kappa/(\sqrt\kappa-1)$ for the heavier and $-1/(\sqrt\kappa-1)$ for the lighter species: $3.41$ and $-2.41$ for $\kappa=2$, but about $41$ and $-40$ for $\kappa=1.05$. Errors in the two averages are multiplied by these weights, so a ratio close to one demands very accurate averages.

## Calculated quantities

```
THREE MODES (hbar = 1, model units)
formula <Q_i>/lam: [ 0.214286  0.087464 -0.010268]
diagonalized, lam=0.02: [ 0.214242  0.08746  -0.010268]
formula property shift/lam^2: 0.162916
diagonalized shift/lam^2, lam=0.04: 0.162877
diagonalized shift/lam^2, lam=0.02: 0.162907
remainder ratio on halving lam: 4.005
largest mean force, lam=0.04: 4.2e-15
MORSE MODEL
m = 1.0 u, D = 40000 cm^-1, a = 2.0 1/A, r_e = 1.2 A
K = 2.0 D/A, r* = 1.6 A
hbar^2/(2m): 16.85763 cm^-1 A^2
harmonic wavenumber: 3284.64 cm^-1
Morse parameter Lambda: 24.3558
length (hbar/(m w))^(1/2): 0.101314 A
cubic constant phi: -1996.68 cm^-1
mean dimensionless displacement: 0.151971
ground-state energy, grid: 1625.464 cm^-1
<x> formula: 0.015397 A
<x> exact:   0.015629 A
<x^2> formula: 0.0051323 A^2
<x^2> exact:   0.0055394 A^2
equilibrium dipole: 1.133680 D
dipole slope: 0.236183 D/A
dipole curvature: -0.738073 D/A^2
slope part of shift: 0.003636 D
curvature part of shift: -0.001894 D
total shift, formula: 0.001742 D
total shift, exact:   0.001687 D
formula error: 3.30 percent
shift in harmonic potential, grid: -0.001896 D
mean dipole, formula: 1.135422 D
mean dipole, closed form: 1.135367 D
mean dipole, grid:        1.135367 D
dipole at r_e + <x> (formula): 1.137229 D
MASS SCALING: mass factor, formula shift, exact shift (D)
  1  0.0017425  0.0016869
  4  0.0008712  0.0008575
 16  0.0004356  0.0004322
remainder ratio, mass factor 256 to 1024: 4.003
```
